# Porosity from the scattering invariant and the mean film density: verification in Python

```python
"""
Result under test: for a two-phase porous film (skeleton density rho_s, empty
pores of volume fraction p) the scattering invariant
    Q = integral q^2 I(q) dq = 2 pi^2 rho_s^2 p (1-p)
is the same for p and 1-p, while with the mean density rhobar = (1-p) rho_s
    Q / (2 pi^2 rhobar^2) = p / (1-p)
fixes p uniquely.  I(q): diffuse scattering per volume in electron units.
Densities are in electrons/nm^3, lengths in nm, q in 1/nm.
Absolute intensities carry the squared classical electron radius r_e^2.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import simpson

PI = np.pi
r_e = const.physical_constants["classical electron radius"][0] * 1e9

# Model parameters: round values, rough regime of porous organosilicates
rho_s = 420.0
p_true = 0.30
radius = 1.5
thickness = 500.0
photon_keV = 8.0
q_low, q_high = 0.1, 5.0
smear = 0.10
fill = 0.05
skeleton_rms = 0.05
density_error = 0.02


def porosity_from_ratio(Q, mean_density):
    X = Q / (2 * PI**2 * mean_density**2)
    return X / (1 + X)


# ---- Continuum model: pores are randomly placed, overlapping spheres ----
dq = 0.005
q = dq * np.arange(12001)
nodes, weights = np.polynomial.legendre.leggauss(300)
r = radius * (nodes + 1)          # covariance vanishes beyond r = 2 radius
w = radius * weights
sine = np.sin(np.outer(q, r))


def sphere_pore_scattering(p):
    """Return q*I(q), I(0) and surface per volume from the two-point function."""
    solid = 1 - p
    V0 = 4 * PI * radius**3 / 3
    number_density = -np.log(solid) / V0
    overlap = V0 * (1 - 3 * r / (4 * radius) + r**3 / (16 * radius**3))
    both_solid = np.exp(-number_density * (2 * V0 - overlap))
    covariance = rho_s**2 * (both_solid - solid**2)
    qI = 4 * PI * (sine @ (w * r * covariance))
    I0 = 4 * PI * np.sum(w * r**2 * covariance)
    surface = solid * number_density * 4 * PI * radius**2
    return qI, I0, surface


def porod_tail(surface, q_cut):
    return 2 * PI * rho_s**2 * surface / q_cut


def full_invariant(p):
    qI, I0, surface = sphere_pore_scattering(p)
    return simpson(q * qI, x=q) + porod_tail(surface, q[-1]), qI, I0, surface


Q, qI, I0, surface = full_invariant(p_true)
Q_swap, _, I0_swap, _ = full_invariant(1 - p_true)
Q_formula = 2 * PI**2 * rho_s**2 * p_true * (1 - p_true)
# Tolerance: oscillating part of the tail beyond the last q is left out
assert abs(Q / Q_formula - 1) < 3e-4
assert abs(Q_swap / Q - 1) < 6e-4
assert abs(I0_swap / I0 - 1) > 0.05      # different structures, same invariant

roots = np.sort(np.roots([1.0, -1.0, Q / (2 * PI**2 * rho_s**2)]).real)
assert np.allclose(roots, [p_true, 1 - p_true], atol=3e-4)

rhobar = (1 - p_true) * rho_s
rhobar_swap = p_true * rho_s
X = Q / (2 * PI**2 * rhobar**2)
X_swap = Q_swap / (2 * PI**2 * rhobar_swap**2)
p_found = porosity_from_ratio(Q, rhobar)
p_found_swap = porosity_from_ratio(Q_swap, rhobar_swap)
assert abs(p_found - p_true) < 2e-4
assert abs(p_found_swap - (1 - p_true)) < 2e-4
rho_s_found = rhobar * (1 + X)
assert abs(rho_s_found / rho_s - 1) < 3e-4

# ---- Critical edge: Fresnel reflectivity from the plasma frequency ----
omega = photon_keV * 1e3 * const.e / const.hbar
k = omega / const.c * 1e-9
wavelength = 2 * PI / k


def reflectivity(q_z, density):
    plasma_sq = density * 1e27 * const.e**2 / (const.epsilon_0 * const.m_e)
    kz = q_z / 2
    kz_film = np.sqrt(complex(kz**2 - k**2 * plasma_sq / omega**2))
    return abs((kz - kz_film) / (kz + kz_film))**2


def critical_q(density):
    return 4 * np.sqrt(PI * r_e * density)


q_c, q_c_swap = critical_q(rhobar), critical_q(rhobar_swap)
for edge, density in ((q_c, rhobar), (q_c_swap, rhobar_swap)):
    assert abs(reflectivity(0.9999 * edge, density) - 1) < 1e-9
    assert reflectivity(1.0001 * edge, density) < 0.97
angle = np.degrees(np.arcsin(q_c / (2 * k)))
angle_swap = np.degrees(np.arcsin(q_c_swap / (2 * k)))
Q_abs = r_e**2 * Q
X_edge = 128 * Q_abs / q_c**4
assert abs(X_edge - p_true / (1 - p_true)) < 3e-4

# ---- Voxel structure: scattering by Fourier transform, porosity by count ----
N, voxel_radius = 64, 6.0
rng = np.random.default_rng(7)
pore = np.zeros((N, N, N), dtype=bool)
axis = np.arange(N)
for centre in rng.uniform(0, N, size=(103, 3)):
    d2 = [((axis - c + N / 2) % N - N / 2)**2 for c in centre]
    pore |= (d2[0][:, None, None] + d2[1][None, :, None]
             + d2[2][None, None, :]) < voxel_radius**2
p_count = pore.mean()
assert 0.2 < p_count < 0.4


def voxel_scattering(density):
    """Diffuse intensity, mean density and invariant of a periodic box."""
    volume = density.size
    F = np.fft.fftn(density)
    mean = F[0, 0, 0].real / volume
    intensity = np.abs(F)**2 / volume
    intensity[0, 0, 0] = 0.0
    return intensity, mean, 2 * PI**2 * intensity.sum() / volume


I_vox, mean_vox, Q_vox = voxel_scattering(rho_s * (~pore))
I_inv, mean_inv, Q_inv = voxel_scattering(rho_s * pore)
assert np.max(np.abs(I_vox - I_inv)) < 1e-9 * I_vox.max()
p_vox = porosity_from_ratio(Q_vox, mean_vox)
p_inv = porosity_from_ratio(Q_inv, mean_inv)
assert abs(p_vox - p_count) < 1e-9
assert abs(p_inv - (1 - p_count)) < 1e-9
X_vox = Q_vox / (2 * PI**2 * mean_vox**2)
X_inv = Q_inv / (2 * PI**2 * mean_inv**2)
assert abs(X_vox * X_inv - 1) < 1e-9

# ---- Error propagation, checked by finite differences ----
h = 1e-5
slope_Q = (porosity_from_ratio(Q_formula * (1 + h), rhobar)
           - porosity_from_ratio(Q_formula * (1 - h), rhobar)) / (2 * h)
slope_rho = (porosity_from_ratio(Q_formula, rhobar * (1 + h))
             - porosity_from_ratio(Q_formula, rhobar * (1 - h))) / (2 * h)


def lower_root(Q_value):
    return 0.5 - np.sqrt(0.25 - Q_value / (2 * PI**2 * rho_s**2))


slope_root = (lower_root(Q_formula * (1 + h))
              - lower_root(Q_formula * (1 - h))) / (2 * h)
pq = p_true * (1 - p_true)
assert abs(slope_Q - pq) < 1e-7
assert abs(slope_rho + 2 * pq) < 1e-7
assert abs(slope_root - pq / (1 - 2 * p_true)) < 1e-7

# ---- Neglected effects, sized for the example ----
# Finite q window, without and with the Porod tail added
i_low, i_high = int(round(q_low / dq)), int(round(q_high / dq))
window = slice(i_low, i_high + 1)
Q_window = simpson((q * qI)[window], x=q[window])
p_window = porosity_from_ratio(Q_window, rhobar)
p_window_tail = porosity_from_ratio(
    Q_window + porod_tail(surface, q_high), rhobar)
assert abs(p_window_tail - p_true) < 0.005
assert abs(p_window_tail - p_true) < abs(p_window - p_true)

# Gaussian smearing of the interfaces; the mean density is unchanged
Q_smear = simpson(q * qI * np.exp(-(q * smear)**2), x=q)
loss = 1 - Q_smear / Q
loss_formula = surface * smear / np.sqrt(PI) / pq
# Tolerance: the formula is the first order in smear/radius
assert abs(loss / loss_formula - 1) < 0.05
p_smear = porosity_from_ratio(Q_smear, rhobar)

# Water spread through the pores: 10 electrons per molecule, 1 g/cm^3
water_molar_mass = 18.015
rho_water = 10 * const.N_A / water_molar_mass * 1e-21
rho_v = fill * rho_water


def filled_pore_porosity(p):
    mean = (1 - p) * rho_s + p * rho_v
    ratio = p * (1 - p) * (rho_s - rho_v)**2 / mean**2
    return ratio / (1 + ratio)


_, mean_wet, Q_wet = voxel_scattering(np.where(pore, rho_v, rho_s))
assert abs(porosity_from_ratio(Q_wet, mean_wet)
           - filled_pore_porosity(p_count)) < 1e-9
p_wet = filled_pore_porosity(p_true)


# Density fluctuations inside the skeleton
def rough_skeleton_porosity(p):
    return (p + skeleton_rms**2) / (1 + skeleton_rms**2)


noise = 1 + skeleton_rms * rng.standard_normal(pore.shape)
_, mean_rough, Q_rough = voxel_scattering(rho_s * (~pore) * noise)
# Tolerance: sampling noise of the random skeleton densities
assert abs(porosity_from_ratio(Q_rough, mean_rough)
           - rough_skeleton_porosity(p_count)) < 5e-5
p_rough = rough_skeleton_porosity(p_true)

# Mean density measured too high
p_density = porosity_from_ratio(Q_formula, rhobar * (1 + density_error))

# Share of photons scattered in one pass (bounds multiple scattering)
scattered = (wavelength**2 / (2 * PI) * r_e**2
             * simpson(qI, x=q) * thickness)
assert scattered < 1e-3

print("INPUTS (round model values)")
print(f"skeleton density           {rho_s:.1f} electrons/nm^3")
print(f"porosity put in            {p_true:.2f}")
print(f"pore-sphere radius         {radius:.2f} nm")
print(f"film thickness             {thickness:.0f} nm")
print(f"photon energy              {photon_keV:.1f} keV")
print(f"wavelength                 {wavelength:.4f} nm")
print(f"classical electron radius  {r_e:.4e} nm")
print("INVARIANT")
print(f"Q by quadrature            {Q:.4e} nm^-6")
print(f"Q by formula               {Q_formula:.4e} nm^-6")
print(f"Q, porosity 1-p            {Q_swap:.4e} nm^-6")
print(f"I(0), porosity p           {I0:.4e} nm^-3")
print(f"I(0), porosity 1-p         {I0_swap:.4e} nm^-3")
print(f"absolute Q                 {Q_abs:.4e} nm^-4")
print(f"roots at fixed skeleton    {roots[0]:.4f} and {roots[1]:.4f}")
print("MEAN DENSITY AND RATIO (p | 1-p)")
print(f"mean density  {rhobar:.1f} | {rhobar_swap:.1f} electrons/nm^3")
print(f"critical q    {q_c:.5f} | {q_c_swap:.5f} nm^-1")
print(f"critical angle  {angle:.4f} | {angle_swap:.4f} degrees")
print(f"ratio X       {X:.4f} | {X_swap:.4f}")
print(f"porosity      {p_found:.4f} | {p_found_swap:.4f}")
print(f"128 Q_abs/q_c^4            {X_edge:.4f}")
print(f"skeleton density found     {rho_s_found:.1f} electrons/nm^3")
print("VOXEL TEST")
print(f"porosity by count          {p_count:.5f}")
print(f"porosity by scattering     {p_vox:.5f}")
print(f"same, phases exchanged     {p_inv:.5f}")
print(f"ratios X                   {X_vox:.5f} and {X_inv:.5f}")
print("SENSITIVITY (change of p per relative change)")
print(f"ratio route, in Q          {slope_Q:.4f}")
print(f"ratio route, in density    {slope_rho:.4f}")
print(f"fixed skeleton, in Q       {slope_root:.4f}")
print("NEGLECTED EFFECTS (apparent porosity)")
print(f"q window                   {q_low:.1f} to {q_high:.1f} nm^-1")
print(f"pore surface per volume    {surface:.4f} nm^-1")
print(f"window, no tail            {p_window:.4f}")
print(f"window, Porod tail added   {p_window_tail:.4f}")
print(f"interface smearing (rms)   {smear:.2f} nm")
print(f"loss of Q, quadrature      {100 * loss:.2f} %")
print(f"loss of Q, first order     {100 * loss_formula:.2f} %")
print(f"smeared interfaces         {p_smear:.4f}")
print(f"water density              {rho_water:.1f} electrons/nm^3")
print(f"pores {100 * fill:.0f} % water            {p_wet:.4f}")
print(f"skeleton rms {100 * skeleton_rms:.0f} %           {p_rough:.4f}")
print(f"mean density {100 * density_error:.0f} % too high  {p_density:.4f}")
print(f"photons scattered per pass {scattered:.2e}")
print("done: every assertion held")
```

Running it gives:

```
INPUTS (round model values)
skeleton density           420.0 electrons/nm^3
porosity put in            0.30
pore-sphere radius         1.50 nm
film thickness             500 nm
photon energy              8.0 keV
wavelength                 0.1550 nm
classical electron radius  2.8179e-06 nm
INVARIANT
Q by quadrature            7.3119e+05 nm^-6
Q by formula               7.3122e+05 nm^-6
Q, porosity 1-p            7.3120e+05 nm^-6
I(0), porosity p           4.6243e+05 nm^-3
I(0), porosity 1-p         3.3427e+05 nm^-3
absolute Q                 5.8062e-06 nm^-4
roots at fixed skeleton    0.3000 and 0.7000
MEAN DENSITY AND RATIO (p | 1-p)
mean density  294.0 | 126.0 electrons/nm^3
critical q    0.20407 | 0.13359 nm^-1
critical angle  0.1442 | 0.0944 degrees
ratio X       0.4286 | 2.3333
porosity      0.3000 | 0.7000
128 Q_abs/q_c^4            0.4286
skeleton density found     420.0 electrons/nm^3
VOXEL TEST
porosity by count          0.29478
porosity by scattering     0.29478
same, phases exchanged     0.70522
ratios X                   0.41799 and 2.39240
SENSITIVITY (change of p per relative change)
ratio route, in Q          0.2100
ratio route, in density    -0.4200
fixed skeleton, in Q       0.5250
NEGLECTED EFFECTS (apparent porosity)
q window                   0.1 to 5.0 nm^-1
pore surface per volume    0.4993 nm^-1
window, no tail            0.2674
window, Porod tail added   0.3006
interface smearing (rms)   0.10 nm
loss of Q, quadrature      13.06 %
loss of Q, first order     13.42 %
smeared interfaces         0.2714
water density              334.3 electrons/nm^3
pores 5 % water            0.2764
skeleton rms 5 %           0.3017
mean density 2 % too high  0.2917
photons scattered per pass 7.42e-06
done: every assertion held
```
